# Dephasing of NV Centres by Dilute Nitrogen Electron Spins

## Problem

A nitrogen-vacancy (NV) centre in diamond has electron spin 1. A magnetic field of 10 mT lies along its axis, and a Ramsey experiment uses the transition from \(m_S=0\) to \(m_S=-1\). Substitutional nitrogen atoms, called P1 centres, each carry an electron spin 1/2. They occupy carbon sites at random, with an atomic fraction \(f\) of 1 ppm. The temperature is 300 K.

1. Find the Ramsey envelope averaged over many NV centres, the shape of the corresponding line, and their dependence on the P1 density \(n\).
2. Evaluate the dephasing time \(T_2^*\), defined as the time at which the ensemble envelope falls to \(1/e\).
3. Compare it with the estimate obtained from the second moment of the line, and explain the difference.
4. Estimate how P1 flips, the P1 hyperfine field and carbon-13 nuclei change the answer.

For parts 1 to 3, take point dipoles and a P1 bath that is unpolarized and static during each run. Lengths are in nm, times in µs, and frequency shifts in rad/µs unless MHz or kHz is written.

## Solution

### The shift from one P1 spin

Let \(\mathbf S\) and \(\mathbf I\) be the dimensionless spins of the NV and the P1. Their magnetic moments are \(-g\mu_B\mathbf S\) and \(-g\mu_B\mathbf I\), with the free-electron \(g\) used for both. The two minus signs cancel in the dipole energy, so

\[
\frac{H_{dd}}{\hbar}=\frac{J}{r^3}\left[\mathbf S\cdot\mathbf I-3(\mathbf S\cdot\hat{\mathbf r})(\mathbf I\cdot\hat{\mathbf r})\right],\qquad
J=\frac{\mu_0(g\mu_B)^2}{4\pi\hbar}.
\]

Numerically, \(J=327\) rad nm³/µs, or \(J/2\pi=52.0\) MHz nm³.

At this field, flipping a P1 alone costs about 280 MHz, and any term that changes the NV state must bridge at least about 2310 MHz. The coupling scale at the mean nearest-P1 distance, 9.88 nm, is about \(52.0/9.88^3=0.054\) MHz. Terms that flip either spin therefore act only in second order, and to leading order the term in \(S_zI_z\) remains. With \(\theta\) the angle between \(\mathbf r\) and the NV axis, its coefficient is \(J(1-3\cos^2\theta)/r^3\).

The transition changes \(S_z\) from 0 to \(-1\), while \(I_z=\pm1/2\). The shift is thus

\[
\delta=\pm\frac{J}{2}\frac{1-3\cos^2\theta}{r^3},
\]

with both signs equally likely. Equal likelihood is a good assumption here: the thermal P1 polarization is \(2.2\times10^{-5}\). Diagonalizing the full NV–P1 pair Hamiltonian, without P1 hyperfine coupling, at 6 nm and at angles of 0.2, 0.7 and 1.4 rad gives the splitting between the two P1 orientations to within 0.13% of this formula.

### Averaging over random positions

Place \(N\) spins independently in a volume \(V\). In a static bath the accumulated phase is \(t\sum_j\delta_j\), so the average of its exponential factorizes. The two signs of each shift turn the exponential into a cosine:

\[
S(t)=\left[\frac1V\int d^3r\,\cos(\delta t)\right]^N
=\left[1-\frac1V\int d^3r\,(1-\cos\delta t)\right]^N .
\]

For large \(V\) at fixed \(n=N/V\), this becomes

\[
S(t)=\exp\left[-n\int d^3r\,(1-\cos\delta t)\right].
\]

The integral converges at both ends. At large distance the integrand falls as \(r^{-6}\); at small distance it never exceeds 2, however strong the coupling.

For one direction, write \(|\delta|=a/r^3\), with \(a=(J/2)|1-3\cos^2\theta|\). Substitute \(u=at/r^3\). Then \(r^3=at/u\), and differentiation gives \(r^2dr=-(at/3)\,du/u^2\). Reversing the limits removes the minus sign:

\[
\int_0^\infty r^2dr\left(1-\cos\frac{at}{r^3}\right)
=\frac{at}{3}\int_0^\infty\frac{1-\cos u}{u^2}\,du .
\]

Integration by parts gives

\[
\int_0^\infty\frac{1-\cos u}{u^2}du
=\left[-\frac{1-\cos u}{u}\right]_0^\infty+\int_0^\infty\frac{\sin u}{u}du
=0+\frac\pi2 .
\]

The radial integral is therefore \(\pi at/6\).

For the angular integral put \(c=\cos\theta\). The function \(1-3c^2\) changes sign at \(c_0=1/\sqrt3\). By symmetry in \(c\),

\[
\int d\Omega\,|1-3c^2|
=4\pi\left[\int_0^{c_0}(1-3c^2)dc+\int_{c_0}^{1}(3c^2-1)dc\right].
\]

The first integral is \(c_0-c_0^3=2/(3\sqrt3)\). The second is \([c^3-c]_{c_0}^{1}=2/(3\sqrt3)\). The total is \(16\pi/(3\sqrt3)=9.674\).

Combining the factors gives

\[
S(t)=e^{-\Gamma t},\qquad
\Gamma=n\,\frac J2\,\frac\pi6\,\frac{16\pi}{3\sqrt3}
=\frac{4\pi^2}{9\sqrt3}\,nJ=2.533\,nJ,
\]

and \(T_2^*=1/\Gamma\). Extending the envelope evenly to negative time, its Fourier transform is

\[
L(\delta)=\frac1{2\pi}\int_{-\infty}^{\infty}e^{-i\delta t-\Gamma|t|}dt
=\frac1{2\pi}\left[\frac1{\Gamma+i\delta}+\frac1{\Gamma-i\delta}\right]
=\frac{\Gamma/\pi}{\Gamma^2+\delta^2}.
\]

This is a Lorentzian of half width \(\Gamma\) in angular frequency. Its full width in ordinary frequency is \(2\Gamma/2\pi=\Gamma/\pi\).

The linear law has a simple origin. The product \(nJ\) is the one rate that can be formed from \(n\) and \(J\), because \(J\) has the dimension of volume over time. A different power of \(n\) would need another length, and none enters while the integral converges without a short-distance cutoff.

The exponential belongs to the ensemble. A single NV with fixed P1 positions, averaged over their orientations, has the envelope \(\prod_j\cos(\delta_jt)\), which depends on its own surroundings.

### The value at 1 ppm

The diamond cubic cell contains eight atoms. With lattice constant 0.3567 nm, the site density is \(8/0.3567^3=176.3\) nm⁻³, so 1 ppm gives \(n=1.763\times10^{-4}\) nm⁻³. Hence

\[
\Gamma=2.533\times(1.763\times10^{-4})\times327=0.146\ \text{µs}^{-1},
\qquad T_2^*=6.9\ \text{µs}.
\]

The full linewidth is 46 kHz. Because \(T_2^*\propto1/n\), the model gives 69 µs at 0.1 ppm and 0.69 µs at 10 ppm.

A direct sample supports the shape as well as the width. For 40,000 random baths of 400 spins each, the median of \(|\delta|/\Gamma\) is 0.991, against 1 for the Lorentzian. The value below which 95% of the samples lie is 12.5, against 12.7. The second number probes the wings, where a Lorentzian and a Gaussian differ strongly.

### Why the second moment misleads

On a lattice, a site is empty with probability \(1-f\) and then contributes a factor 1. It is filled with probability \(f\) and then contributes \(\cos\delta_jt\) after averaging over spin orientation. Thus

\[
S(t)=\prod_j\left[1-f+f\cos(\delta_jt)\right].
\]

At very short times, \(\cos\delta_jt\simeq1-\delta_j^2t^2/2\). Keeping terms up to \(t^2\) in the product gives

\[
S(t)\simeq1-\frac{M_2t^2}{2},\qquad M_2=f\sum_j\delta_j^2 .
\]

If this initial curvature is continued as the Gaussian \(e^{-M_2t^2/2}\), the \(1/e\) time is \(\sqrt{2/M_2}\), proportional to \(f^{-1/2}\). At 1 ppm it is 12.7 ns, shorter than the true model value by a factor of 540.

The continuum form shows what has gone wrong. Let \(r_0\) be a smallest allowed distance. The angular factor is

\[
\int d\Omega\,(1-3c^2)^2
=2\pi\int_{-1}^{1}(1-6c^2+9c^4)dc
=2\pi\left(2-4+\frac{18}{5}\right)=\frac{16\pi}{5},
\]

and the radial factor is \(\int_{r_0}^{\infty}r^2dr/r^6=1/(3r_0^3)\). Therefore

\[
M_2=n\frac{J^2}{4}\,\frac{16\pi}{5}\,\frac1{3r_0^3}
=\frac{4\pi nJ^2}{15r_0^3}.
\]

The second moment diverges as \(r_0\to0\), so it is governed by the closest sites. In the lattice sum, with the NV represented by a point at one site, the four nearest neighbours supply 85% of \(M_2\). At 1 ppm the chance that any of them holds a P1 is \(4\times10^{-6}\). In a real NV centre the neighbour along the axis, which has the largest shift, is the centre's own nitrogen and cannot hold a P1. Excluding that site changes the second-moment time from 12.7 to 21 ns, the factor from 540 to about 330, the nearest-shell share to 58%, and the inverse largest shift from 11 to 34 ps; the argument is unchanged. The second moment gives great weight to rare, very large shifts, whereas the envelope counts each such spin through \(1-\cos\delta t\), which is at most 2.

Whatever their phases, these four sites change the exponent of the envelope by at most about \(8f\), which is 0.0008 at 100 ppm. Deleting them from the lattice at that filling changes the exact \(1/e\) time by 0.0024%, a figure that depends on the phases at that instant. The same deletion lengthens the second-moment time by a factor \(1/\sqrt{1-0.847}\simeq2.6\).

The quadratic expansion needs \(|\delta_j|t\ll1\) even for the nearest site. The inverse of the largest lattice shift is 11 ps, so the Gaussian estimate of 12.7 ns lies far outside the range of the expansion behind it. The same scale limits the Lorentzian: its wings cannot continue in this form beyond the largest shifts, and the lattice envelope starts quadratically.

### Dilute and dense cases

The table gives the \(1/e\) time of the lattice product. Sites within 9 nm are included one by one, and those beyond through their continuum second moment. The last two columns divide this time by the linear-law value \(1/\Gamma\) and by \(\sqrt{2/M_2}\).

| \(f\) | Time (ns) | Ratio to linear law | Ratio to second-moment law |
|---:|---:|---:|---:|
| 0.0001 | 69.2 | 1.01 | 54.5 |
| 0.001 | 6.74 | 0.98 | 16.8 |
| 0.01 | 0.764 | 1.12 | 6.02 |
| 0.1 | 0.0729 | 1.06 | 1.82 |
| 0.5 | 0.0173 | 1.26 | 0.96 |
| 1 | 0.0117 | 1.71 | 0.93 |

Between the first two rows the time varies as \(f^{-1.01}\); between the last two, as \(f^{-0.56}\). In the last two rows the second-moment law holds to within 8%. The ratio to the linear law is not monotonic in \(f\). At \(f=0.001\) a small ripple from the closest sites makes the envelope cross \(1/e\) more than once, so that time is uncertain by about 1%.

The dense rows describe independent point dipoles on a lattice, not a real nitrogen-rich crystal. At such distances the electron clouds overlap and the spins interact strongly with one another.

### Flips of the P1 spins

Suppose that each P1 reverses independently at rate \(w\). Let \(s(t')=\pm1\) follow its reversals, starting from \(+1\), and define \(\tau=\int_0^t s(t')dt'\). The phase from this spin is \(\delta\tau\) instead of \(\delta t\). The spatial integral already found is linear in the magnitude of the time, so the exponent becomes

\[
n\int d^3r\,\langle1-\cos(\delta\tau)\rangle=\Gamma\langle|\tau|\rangle .
\]

To first order in \(wt\), there is no flip with probability \(1-wt\), and then \(|\tau|=t\). There is one flip with probability \(wt\), at a uniformly distributed time \(t_1\), and then \(|\tau|=|2t_1-t|\), whose mean is \(t/2\). Hence

\[
\langle|\tau|\rangle\simeq t(1-wt)+wt\,\frac t2
=t\left(1-\frac{wt}{2}\right).
\]

Flips slow the decay, because part of the phase is undone.

A rough value of \(w\) follows from exchange between two P1 spins. In the matrix element between \(|\uparrow\downarrow\rangle\) and \(|\downarrow\uparrow\rangle\), the scalar product gives \(1/2\) and the directional term gives \(-(3/4)\sin^2\theta\). Their sum is \(-(1-3\cos^2\theta)/4\), half the size of the corresponding factor in the NV shift.

Exchange also needs nearly equal energies. Nitrogen-14 has three nuclear projections. One quarter of the P1 hyperfine axes lie along the field and three quarters are tilted; the zero-projection lines coincide to first order in the hyperfine coupling. Counting them as one line leaves five lines, with weights \(1,3,4,3,1\), each divided by 12. Two P1 spins share a line with probability

\[
\frac{1+9+16+9+1}{144}=\frac14 .
\]

Using the typical exchange coupling to such partners as the flip rate gives \(w\sim\Gamma/8=0.018\) µs⁻¹. This is a scale, not a calculated relaxation rate. Second-order hyperfine shifts, which separate the two zero-projection lines by about 8 MHz at 10 mT, far more than the dipolar coupling, lower the shared fraction at this field from \(1/4\) to \(30/144\), about 0.21; the value \(1/4\) is kept below for simplicity. With \(x=\Gamma t\), the first-order condition for the \(1/e\) time is \(x(1-x/16)=1\), or \(x^2-16x+16=0\). The relevant root is \(x=8-\sqrt{48}=1.07\), so \(T_2^*\) rises to about 7.3 µs. Including any number of flips also gives 7.3 µs; with the shared fraction \(30/144\) it gives 7.2 µs.

### The P1 hyperfine field

The shift formula assumed that each P1 spin points along the external field. Its nitrogen nucleus competes with that field. For a P1 eigenstate with mean spin \(\mathbf v=\langle\mathbf I\rangle\), the diagonal part of the coupling is

\[
|\delta|=\frac J{r^3}\left|v_z-3\cos\theta\,(\hat{\mathbf r}\cdot\mathbf v)\right|.
\]

It still falls as \(r^{-3}\), so the radial integral is unchanged. The envelope magnitude remains exponential and linear in density; only the angular average changes.

Take rough hyperfine constants of 114 MHz along the P1 axis and 81 MHz across it, and leave out the nuclear Zeeman and quadrupole terms. Averaging over all eigenstates and the four P1 axes multiplies \(\Gamma\) by 0.93 at 10 mT, giving 7.3 µs without flips. At 2 mT the factor is 0.60 and the time is 11.5 µs, or about 1.4% less if the off-diagonal coupling is kept (only about 0.2% less once the nuclear Zeeman term and a nitrogen quadrupole term of about −4 MHz are included); at 1 mT it is 11.4 µs. This correction depends on field and can move the model value past 10 µs.

### Carbon-13 and real samples

Carbon-13 also has spin 1/2. If its spin is taken to stay along the field, the dilute formula gives a rough estimate with one electron moment replaced by the nuclear moment. At 10 mT the electron precesses at about 280 MHz and carbon-13 at 0.107 MHz, a ratio of \(3.8\times10^{-4}\). A natural carbon-13 fraction of 1.1% is 11,000 times the P1 fraction. The carbon rate is therefore about \(11{,}000\times3.8\times10^{-4}=4.2\) times \(\Gamma\), which gives 1.6 µs. Since the exponents of independent baths add, both together give

\[
T_2^*=\left(\frac1{6.85}+\frac1{1.63}\right)^{-1}\text{µs}=1.3\ \text{µs}.
\]

These times are too long at 10 mT. A carbon-13 spin turns about the external field by only 0.67 rad in 1 µs, so nearby carbon spins do not stay along it. In the opposite limit, that precession is neglected: the carbon spin is then at rest for \(m_S=0\) and turns about the full dipole field of the NV for \(m_S=-1\). The factor \(|1-3\cos^2\theta|\) is replaced by \(\sqrt{1+3\cos^2\theta}\), whose average over directions is 1.79 times as large. The carbon time becomes 0.9 µs, or 0.8 µs with the P1 spins included. At 10 mT the answer lies nearer this limit. Both estimates omit contact coupling, and a filling near 1% is no longer fully dilute: the lattice product of the table departs from the linear law by 12% at a filling of 0.010 and 16% at 0.011, and the departure varies strongly with filling, from 3% at 0.008 to 34% at 0.014.

One ppm of nitrogen is a realistic concentration for NV magnetometer material. Measured nitrogen-limited times are roughly 10 µs at 1 ppm when carbon-13 is scarce, while ensembles in diamond of natural carbon composition show times of the order of 1 µs. The model has the right scale in both cases. The hyperfine field may account for part of the difference from 10 µs, but that depends on the field used and is not established here. Strain variations and field gradients, also omitted, add further broadening in real samples.

For material selection, the model puts the product of \(T_2^*\) and P1 concentration at about 7 µs ppm at 10 mT, while the measured times quoted above correspond to roughly 10 µs ppm. The inverse dependence on concentration holds while P1 spins dominate, remain nearly static during the run, and are dilute. Reducing nitrogen below 1 ppm brings only a modest gain, at most about a quarter in this point-dipole model, if natural carbon-13 is left in place, since carbon alone already limits the time to about 1 µs at 10 mT. Further digits and the sampled envelope values are in the numerical output.

## Calculated quantities

```
Lattice constant: 0.3567 nm
Magnetic field: 10.0 mT; temperature: 300 K
Zero-field splitting: 2870 MHz
P1 hyperfine parallel, perpendicular: 114, 81 MHz
Carbon site density: 176.27 nm^-3
P1 fraction: 1.0 ppm; density: 1.7627e-04 nm^-3
Mean nearest P1 distance: 9.88 nm
Dipole constant J: 326.98 rad nm^3/us
Dipole constant J/(2 pi): 52.041 MHz nm^3
Angular integral: 9.67360 (dimensionless)
Rate coefficient: 2.53254 (dimensionless)
Dephasing rate at example density: 0.14597 us^-1
T2* at example density: 6.851 us
Lorentzian full width: 46.46 kHz
T2* at 0.1 ppm: 68.5073 us
T2* at 1 ppm: 6.8507 us
T2* at 10 ppm: 0.6851 us
T2* at 100 ppm: 0.0685 us
Largest pair-shift error at 6 nm: 0.123 %
Number of random baths: 40000
|shift|/half width at probability 0.25: sampled 0.416, Lorentzian 0.414
|shift|/half width at probability 0.50: sampled 0.991, Lorentzian 1.000
|shift|/half width at probability 0.75: sampled 2.440, Lorentzian 2.414
|shift|/half width at probability 0.95: sampled 12.536, Lorentzian 12.706
Envelope at 0.5 T2*: sampled 0.6047, exponential 0.6065
Envelope at 1.0 T2*: sampled 0.3677, exponential 0.3679
Envelope at 2.0 T2*: sampled 0.1382, exponential 0.1353
Second-moment time at 1 ppm: 12.70 ns
T2*/second-moment time at 1 ppm: 539.4
Second-moment share of 4 nearest sites: 84.7 %
Chance that any nearest site is filled at 1 ppm: 4.00e-06
Change of 100 ppm lattice time without nearest sites: 0.0024 %
Site fraction 0.0001: 1/e time 69.238 ns; /linear law 1.011; /second-moment law 54.515
Site fraction 0.001: 1/e time 6.7436 ns; /linear law 0.984; /second-moment law 16.791
Site fraction 0.01: 1/e time 0.76433 ns; /linear law 1.116; /second-moment law 6.018
Site fraction 0.1: 1/e time 0.072884 ns; /linear law 1.064; /second-moment law 1.815
Site fraction 0.5: 1/e time 0.017308 ns; /linear law 1.263; /second-moment law 0.964
Site fraction 1: 1/e time 0.011742 ns; /linear law 1.714; /second-moment law 0.925
Time power of f, 0.0001 to 0.001: -1.011
Time power of f, 0.5 to 1: -0.560
Inverse largest lattice shift: 11.27 ps
Share of P1 pairs in same hyperfine line: 0.250
Rough P1 flip rate: 0.01825 us^-1
T2* with these flips: 7.307 us
Hyperfine tilt at 1 mT: rate factor 0.601, T2* 11.39 us
Hyperfine tilt at 2 mT: rate factor 0.595, T2* 11.52 us
Hyperfine tilt at 10 mT: rate factor 0.934, T2* 7.33 us
13C fraction: 1.1 %; moment: 10.71 MHz/T
T2* from natural 13C alone: 1.63 us
T2* from 1 ppm P1 and natural 13C: 1.32 us
Thermal P1 polarization: 2.24e-05 (dimensionless)
NV-P1 energy mismatch: 2309.5 MHz
```
